\section*{Electron levels of four metal s orbitals around an oxygen vacancy}

\section*{Problem}

In an oxide, an oxygen atom sits at the centre of a regular tetrahedron of four metal atoms, each at distance $d$ from it. The oxygen atom is removed. Describe an electron near the vacancy by
\begin{equation}
\psi=\sum_{i=1}^{4}c_i\,\phi_i ,
\end{equation}
where $\phi_i$ is a real, normalized s orbital on metal atom $i$. In parts (a) to (f) the four orbitals are taken as mutually orthogonal. Each has site energy $\langle\phi_i|H|\phi_i\rangle=\varepsilon$. The surroundings are assumed to share the symmetry of the tetrahedron. Coupling to other orbitals of the solid and the repulsion between electrons are left out. The algebra is in atomic units, with energies in hartree; numbers are in eV and angstrom.

\begin{enumerate}
\item[(a)] Show that the six metal--metal distances are equal, and that one number $-t$ describes all matrix elements $\langle\phi_i|H|\phi_j\rangle$ with $i\neq j$. Take $t>0$ from here on.
\item[(b)] Find all energy levels and their degeneracies.
\item[(c)] Give orthonormal states for each level and describe them near the vacancy centre.
\item[(d)] How many electrons does a neutral vacancy hold in the ionic picture? Find their lowest total energy and the cost of promoting one of them.
\item[(e)] Four atoms at the corners of a square are also equivalent by symmetry. Find their levels when the hopping is $-t$ along a side and $-t_d$ along a diagonal.
\item[(f)] Return to the tetrahedron and move atom 4 radially outward, so that its matrix element with each of the other three becomes $-t'$, with $0<t'<t$. Its site energy is kept at $\varepsilon$. Find the levels.
\item[(g)] For the regular tetrahedron, drop orthogonality: let $\langle\phi_i|\phi_j\rangle=s$ for every pair. Find the levels.
\end{enumerate}

For numbers use the round model values $d=2.0$, $\varepsilon=1.0$ eV from a chosen zero, and $t=0.5$ eV at the metal--metal distance $R$ of the tetrahedron. At another distance $r$ let the hopping strength be $t\,e^{-(r-R)/\lambda}$ with $\lambda=1.0$. Use a square of side $R$ in (e), a displacement of $0.2$ in (f), and $s=0.1$ in (g). Lengths are in angstrom.

\section*{Solution}

\subsection*{(a) One distance, one hopping}

Put the vacancy at the origin and write the atomic positions as $\mathbf r_i=(d/\sqrt3)\,\mathbf n_i$, with
\begin{equation}
\begin{aligned}
\mathbf n_1&=(1,1,1), & \mathbf n_2&=(1,-1,-1),\\
\mathbf n_3&=(-1,1,-1), & \mathbf n_4&=(-1,-1,1).
\end{aligned}
\end{equation}
Each $\mathbf n_i$ has squared length 3, so $|\mathbf r_i|=d$. Two different vectors agree in one component and differ in sign in the other two, so $\mathbf n_i\cdot\mathbf n_j=1-1-1=-1$ and $\mathbf r_i\cdot\mathbf r_j=-d^2/3$. Therefore
\begin{equation}
R^2=|\mathbf r_i-\mathbf r_j|^2=d^2+d^2+\tfrac23d^2=\tfrac83d^2 ,
\end{equation}
the same for all six pairs. With $d=2.0$ angstrom, $R=3.27$ angstrom.

The rotations and reflections of a regular tetrahedron can carry any pair of corners into any other pair. They leave $H$ unchanged and turn one s orbital into another without a change of sign. All six matrix elements are therefore equal, and we call their common value $-t$.

\subsection*{(b) The levels}

Insert $\psi$ into $H\psi=E\psi$ and take the inner product with $\phi_i$. Orthogonality leaves
\begin{equation}
E c_i=\varepsilon c_i-t\sum_{j\ne i}c_j .
\end{equation}
Let $C=c_1+c_2+c_3+c_4$. The sum over the other three atoms is $C-c_i$, so $Ec_i=\varepsilon c_i-tC+tc_i$, or
\begin{equation}
(E-\varepsilon-t)\,c_i=-t\,C ,\qquad i=1,\dots,4. \label{eq:key}
\end{equation}
There are two cases.

If $C=0$, the right side vanishes. At least one $c_i$ is nonzero, so $E=\varepsilon+t$. Conversely, every vector with $C=0$ solves \eqref{eq:key} at this energy. One linear condition on four coefficients leaves three independent vectors.

If $C\neq0$, the right side is nonzero and the same for every $i$. Hence $E-\varepsilon-t\neq0$, and all coefficients equal one number $c$. Then $C=4c$, and \eqref{eq:key} gives $E-\varepsilon-t=-4t$. The result is
\begin{equation}
\boxed{E_1=\varepsilon-3t\ \text{(once)},\qquad E_3=\varepsilon+t\ \text{(three times)}.}
\end{equation}
These are four independent states in a four-dimensional space, so the list is complete. The values $-3t$ and $+t$ are energies measured from the site energy.

The energy of a normalized real state shows why the two shifts differ in size. Since $C^2=\sum_ic_i^2+\sum_{i\ne j}c_ic_j=1+\sum_{i\neq j}c_ic_j$,
\begin{equation}
\langle\psi|H|\psi\rangle=\varepsilon-t\sum_{i\ne j}c_ic_j=\varepsilon+t-t\,C^2 .
\end{equation}
In the lowest state each atom is in phase with all three neighbours, which gives $-3t$. Four atoms cannot all be out of phase with one another: the best that can be done is $C=0$, and the energy rises by just $t$. If $t$ were negative, the same formulas would hold with the single level on top.

In numbers, the single level lies at $1.0-3(0.5)=-0.5$ eV and the triplet at $1.0+0.5=1.5$ eV. Measured from $\varepsilon$ they are at $-1.5$ eV ($-0.0551$ hartree) and $+0.5$ eV ($0.0184$ hartree). The four shifts add up to $-1.5+3(0.5)=0$, as they must, because hopping adds nothing to the diagonal of the matrix and so leaves its trace at $4\varepsilon$.

\subsection*{(c) The states}

For the singlet, normalization requires $4c^2=1$, so $c=\tfrac12$ with a free overall sign:
\begin{equation}
\psi_1=\tfrac12(\phi_1+\phi_2+\phi_3+\phi_4).
\end{equation}
For the triplet, take the signs of $x$, $y$ and $z$ at the four corners:
\begin{equation}
\begin{aligned}
\psi_x&=\tfrac12(\phi_1+\phi_2-\phi_3-\phi_4),\\
\psi_y&=\tfrac12(\phi_1-\phi_2+\phi_3-\phi_4),\\
\psi_z&=\tfrac12(\phi_1-\phi_2-\phi_3+\phi_4).
\end{aligned}
\end{equation}
Each has $C=0$ and squared norm $4\times\tfrac14=1$. Any two of them agree in sign on two atoms and disagree on the other two, so they are orthogonal.

To see the shapes near the centre, let $\phi_i(\mathbf r)=f(|\mathbf r-\mathbf r_i|)$ with $f$ positive and decreasing at distances near $d$. It cannot be positive at all distances, because the overlap of two such orbitals would be positive and they would not be orthogonal. To first order in $\mathbf r$, $|\mathbf r-\mathbf r_i|\approx d-\mathbf r\cdot\mathbf r_i/d=d-\mathbf n_i\cdot\mathbf r/\sqrt3$, hence
\begin{equation}
\phi_i(\mathbf r)\approx f(d)-\frac{f'(d)}{\sqrt3}\,\mathbf n_i\cdot\mathbf r .
\end{equation}
In $\psi_1$ the linear terms cancel because $\sum_i\mathbf n_i=0$. What remains is $\tfrac12\cdot4f(d)=2f(d)$, so the density at the centre is $4f(d)^2$, four times that of a single orbital.

In $\psi_x$ the coefficients are $n_{ix}/2$. The constant terms cancel. In the linear terms, $\sum_in_{ix}n_{ix}=4$, while $\sum_in_{ix}n_{iy}=\sum_in_{ix}n_{iz}=0$. Thus
\begin{equation}
\psi_x\approx-\frac{f'(d)}{2\sqrt3}\,4x=-\frac{2f'(d)}{\sqrt3}\,x ,
\end{equation}
with a positive slope, since $f'(d)<0$. The states $\psi_y$ and $\psi_z$ behave in the same way along $y$ and $z$. Very close to the vacancy centre, where the first-order expansion holds, the singlet therefore looks like an s state and the triplet like three p states, although every orbital used is an s orbital on a metal atom. Farther out the p shape is no longer pure: since $n_{iy}n_{iz}=n_{ix}$ at every corner, the second-order terms can add to $\psi_x$ a part proportional to $yz$, which has the shape of a d state.

\subsection*{(d) Two electrons}

In the ionic picture the site held an O$^{2-}$ ion, which has two electrons more than a neutral oxygen atom. Removing a neutral atom leaves these two behind. With opposite spins both can occupy $\psi_1$, and without repulsion their energies add:
\begin{equation}
E_{\rm tot}=2(\varepsilon-3t)=2\varepsilon-6t=2.0-3.0=-1.0\ \text{eV}.
\end{equation}
Each metal atom carries $2\times(\tfrac12)^2=0.5$ of an electron. Promoting one electron to the triplet costs
\begin{equation}
(\varepsilon+t)-(\varepsilon-3t)=4t=2.0\ \text{eV}\quad(0.0735\ \text{hartree}).
\end{equation}
This is a difference of orbital energies. It is not a prediction of an optical absorption energy, which would also involve the repulsion and the rest of the solid.

\subsection*{(e) The square}

Number the atoms in order around the square and let $x=E-\varepsilon$. Atom 1 has neighbours 2 and 4 along sides and atom 3 along the diagonal, so its equation is
\begin{equation}
x\,c_1=-t(c_2+c_4)-t_d\,c_3 ,
\end{equation}
and the others follow by moving the labels around the square. Four mutually orthogonal vectors solve these equations:
\begin{equation}
\begin{aligned}
(1,1,1,1)&: & x&=-2t-t_d,\\
(1,0,-1,0),\ (0,1,0,-1)&: & x&=t_d,\\
(1,-1,1,-1)&: & x&=2t-t_d .
\end{aligned}
\end{equation}
In the second line the side terms cancel, because each atom with zero coefficient has one positive and one negative neighbour.

The diagonal is $\sqrt2R=4.62$ angstrom, which gives $t_d=0.129$ eV. The levels from $\varepsilon$ are $-1.129$, $0.129$ (twice) and $0.871$ eV. There is no triplet, although the four atoms are equivalent. A triplet would require the double level $t_d$ to coincide with $2t-t_d$ or with $-2t-t_d$. For positive $t$ and $t_d$ this happens only at $t_d=t$, where the pattern of part (b) returns.

\subsection*{(f) One atom displaced}

Again let $x=E-\varepsilon$. First take $c_4=0$ and $c_1+c_2+c_3=0$. For atom 1, $xc_1=-t(c_2+c_3)=tc_1$, and likewise for atoms 2 and 3. For atom 4, $0=-t'(c_1+c_2+c_3)$ is satisfied. This gives $x=t$ for two independent vectors.

The states orthogonal to these two have the form $(a,a,a,b)$, with
\begin{equation}
x\,a=-2t\,a-t'b,\qquad x\,b=-3t'a .
\end{equation}
Here $a\neq0$, since $a=0$ would force $b=0$ through the first equation. Write that equation as $(x+2t)a=-t'b$, multiply by $x$, and replace $xb$ by $-3t'a$:
\begin{equation}
x(x+2t)=3t'^2\quad\Rightarrow\quad x_\pm=-t\pm\sqrt{t^2+3t'^2}.
\end{equation}
For $t'=t$ the root is $2t$, and the levels $-3t$ and $+t$ return. For $t'\to0$ the values are $-2t$ and $0$: a triangle of three atoms and one isolated atom.

With atom 4 at distance $2.2$ angstrom from the centre, its distance to the others is
\begin{equation}
R'=\sqrt{2.2^2+2.0^2+\tfrac23(2.2)(2.0)}=3.43\ \text{angstrom},
\end{equation}
so $t'=0.424$ eV. The levels from $\varepsilon$ are $-1.388$, $0.388$ and, twice, $0.500$ eV. The lowest level has risen by $0.112$ eV, and one member of the triplet has fallen by the same amount. The two shifts are equal and opposite because $x_++x_-=-2t$ does not depend on $t'$. Both this balance and the direction of the splitting rest on keeping the site energy fixed, which a real displacement need not do. If the site energy of atom 4 changes by $\delta$, the second equation becomes $(x-\delta)b=-3t'a$, so $(x+2t)(x-\delta)=3t'^2$ and $x_++x_-=\delta-2t$. At $x=t$ the left side is $3t(t-\delta)$, so the split-off level lies above $t$, not below it, once $\delta>t-t'^2/t$.

\subsection*{(g) Overlapping orbitals}

With overlap, a shift of the energy zero by $\Delta$ changes $\langle\phi_i|H|\phi_j\rangle$ by $s\Delta$. To keep $t$ independent of the zero, define it by
\begin{equation}
\langle\phi_i|H|\phi_j\rangle=\varepsilon s-t .
\end{equation}
Projecting $(H-E)\psi=0$ on $\phi_i$, with $x=E-\varepsilon$, gives a diagonal term $-x$ and off-diagonal terms $\varepsilon s-t-Es=-(t+xs)$:
\begin{equation}
-x\,c_i-(t+xs)(C-c_i)=0 .
\end{equation}
For $C=0$ this becomes $(-x+t+xs)c_i=0$, so $x(1-s)=t$. For equal coefficients, $C-c_i=3c_i$ and $-x-3t-3xs=0$. Hence
\begin{equation}
x_1=-\frac{3t}{1+3s},\qquad x_3=\frac{t}{1-s}\ \text{(three times)}.
\end{equation}
The squared norms of the two kinds of state are proportional to $1+3s$ and $1-s$. Both must be positive, so $-\tfrac13<s<1$. At $s=0$ the result of part (b) returns.

For $s=0.1$ the levels from $\varepsilon$ are $-1.5/1.3=-1.154$ eV and $0.5/0.9=0.556$ eV. The singlet is bound less strongly and the triplet is pushed up more than without overlap. Their separation is $1.71$ eV instead of $2.0$ eV, but the grouping into one and three levels is unchanged, since it rests on the equality of all pairs.

Numerical values quoted here were computed with a short program.
